# Three-site hopping relaxation and the isolated-pair approximation: a numerical check

```python
# Result under test: one carrier on three equal-energy collinear sites,
# bond 1-2 with hop rate a and length d1, bond 2-3 with rate b and length d2.
#   rates      lam(+,-) = a + b (+,-) sqrt(a^2 - a b + b^2)
#   strengths  S(+) = (M1 - lam(-) M0)/(lam(+) - lam(-)),  S(-) = M0 - S(+)
#   M0 = (2/9)(d1^2 + d1 d2 + d2^2),  M1 = (a d1^2 + b d2^2)/3
#   polarizability = (q^2/kT) * sum_k S_k lam_k/(lam_k + i omega)
# Isolated pairs: rates 2a, 2b and strengths d1^2/6, d2^2/6.
# "Reduced" polarizability means polarizability divided by q^2/kT.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp


def formula_modes(a, b, d1, d2):
    """Closed form: (slow, fast) rates and (slow, fast) strengths."""
    root = np.sqrt(a * a - a * b + b * b)
    slow, fast = a + b - root, a + b + root
    m0 = 2 * (d1 * d1 + d1 * d2 + d2 * d2) / 9
    m1 = (a * d1 * d1 + b * d2 * d2) / 3
    s_fast = (m1 - slow * m0) / (fast - slow)
    s_slow = (fast * m0 - m1) / (fast - slow)
    return np.array([slow, fast]), np.array([s_slow, s_fast])


def numeric_modes(a, b, d1, d2, c=0.0, u=(0.0, 0.0, 0.0)):
    """Diagonalization; c = direct 1-3 rate, u = site energies over kT.
    Hop i->j has rate G_ij exp((u_i - u_j)/2)."""
    u = np.array(u, float)
    x = np.array([0.0, d1, d1 + d2])
    p = np.exp(-u) / np.exp(-u).sum()
    g = np.array([[0, a, c], [a, 0, b], [c, b, 0]], float)
    out = (g * np.exp((u[:, None] - u[None, :]) / 2)).sum(axis=1)
    lam, vec = np.linalg.eigh(np.diag(out) - g)
    strength = ((x * np.sqrt(p)) @ vec) ** 2
    return lam[1:], strength[1:]


def reduced_alpha(omega, lam, strength):
    return sum(s * l / (l + 1j * omega) for l, s in zip(lam, strength))


def pair_modes(a, b, d1, d2):
    return np.array([2 * b, 2 * a]), np.array([d2 * d2, d1 * d1]) / 6


def driven_alpha(a, b, d1, d2, omega, split):
    """Integrate the master equation with field-biased rates; no linearization."""
    x = np.array([0.0, d1, d1 + d2])
    amplitude = 1e-3

    def rhs(t, p):
        f = amplitude * np.cos(omega * t)
        j1 = a * (p[0] * np.exp(split * f * d1)
                  - p[1] * np.exp(-(1 - split) * f * d1))
        j2 = b * (p[1] * np.exp(split * f * d2)
                  - p[2] * np.exp(-(1 - split) * f * d2))
        return [-j1, j1 - j2, j2]

    period = 2 * np.pi / omega
    times = 20 * period + period * np.arange(200) / 200
    sol = solve_ivp(rhs, (0, 21 * period), [1 / 3] * 3, t_eval=times,
                    method="DOP853", rtol=1e-10, atol=1e-13)
    return 2 * np.mean((x @ sol.y) * np.exp(-1j * omega * times)) / amplitude


# --- closed form against diagonalization, including folded lines and b > a
for case in [(1, .1, 1, 1), (1, .4, 1, 1.5), (2, 3, .7, 1.9), (1, .2, 1, -.8)]:
    lam_n, s_n = numeric_modes(*case)
    lam_f, s_f = formula_modes(*case)
    assert np.allclose(lam_n, lam_f, rtol=1e-11)
    assert np.allclose(s_n, s_f, rtol=1e-9, atol=1e-12)

# --- response to a real oscillating field, for two ways of biasing the rates
for split in (0.5, 0.2):
    direct = driven_alpha(1, .2, 1, 1.5, 0.5, split)
    closed = reduced_alpha(0.5, *formula_modes(1, .2, 1, 1.5))
    assert abs(direct / closed - 1) < 1e-5   # cubic field terms are near 1e-6

# --- each isolated pair is the three-site problem with the other bond cut
lam_cut, s_cut = numeric_modes(1.0, 0.0, 1.0, 1.5)
assert np.isclose(lam_cut[-1], 2.0) and np.isclose(s_cut[-1], 1 / 6)
lam_cut, s_cut = numeric_modes(0.0, 0.3, 1.0, 1.5)
assert np.isclose(lam_cut[-1], 0.6) and np.isclose(s_cut[-1], 1.5**2 / 6)

# --- static, low-frequency and high-frequency measures of the failure
a, b, d1, d2 = 1.0, 0.3, 1.0, 1.5
lam_n, s_n = numeric_modes(a, b, d1, d2)
lam_p, s_p = pair_modes(a, b, d1, d2)
static_formula = 4 / 3 * (d1**2 + d1 * d2 + d2**2) / (d1**2 + d2**2)
assert np.isclose(s_n.sum() / s_p.sum(), static_formula)
low_formula = ((2 * d1 + d2)**2 / a + (d1 + 2 * d2)**2 / b) / 27
assert np.isclose((s_n / lam_n).sum(), low_formula)
assert np.isclose((s_p / lam_p).sum(), d1**2 / (12 * a) + d2**2 / (12 * b))
laplace = np.array([[a, -a, 0], [-a, a + b, -b], [0, -b, b]])
pos = np.array([0, d1, d1 + d2])
w = 300.0
solved = pos @ np.linalg.solve(laplace + 1j * w * np.eye(3), laplace @ pos / 3)
paired = reduced_alpha(w, lam_p, s_p)
assert np.isclose((1j * w * solved).real, (1j * w * paired).real, rtol=1e-4)
assert np.isclose(w * w * (solved - paired).real,
                  -2 / 3 * a * b * d1 * d2, rtol=1e-3)

# --- expansion for a slow second bond: remainders must be second order in r
for r in (1e-2, 1e-3):
    lam_n, s_n = numeric_modes(1.0, r, 1.0, 1.5)
    assert abs(lam_n[0] / (1.5 * r) - (1 - r / 4)) < 5 * r * r
    assert abs(lam_n[1] - (2 + r / 2)) < 5 * r * r
    assert abs(s_n[1] - (1 - r * (0.5 + 1.5)) / 6) < 5 * r * r

# --- cause: the equilibrated fast pair acts as one site at its midpoint
r = 1e-6
lam_n, s_n = numeric_modes(1.0, r, 1.0, 1.5)
merged = np.array([[r / 2, -r], [-r / 2, r]])
merged_rate = np.linalg.eigvals(merged).real.max()
weights, places = np.array([2 / 3, 1 / 3]), np.array([0.5, 2.5])
merged_var = weights @ places**2 - (weights @ places)**2
assert np.isclose(lam_n[0], merged_rate, rtol=1e-5)
assert np.isclose(s_n[0], merged_var, rtol=1e-5)
slow_vec = np.linalg.eigh(np.array(
    [[1, -1, 0], [-1, 1 + r, -r], [0, -r, r]]))[1][:, 1]
assert abs(slow_vec[0] / slow_vec[1] - 1) < 1e-5
dark = numeric_modes(1.0, r, 1.0, -0.5)[1][0]
assert dark < 1e-9 and pair_modes(1.0, r, 1.0, -0.5)[1][0] > 0.04

print("EQUAL SPACINGS: three-site value / isolated-pair value")
print("b/a     slow rate  slow strength  fast rate  fast strength")
for r in (1.0, 0.3, 0.1, 0.01, 0.001):
    lam_n, s_n = numeric_modes(1.0, r, 1.0, 1.0)
    lam_p, s_p = pair_modes(1.0, r, 1.0, 1.0)
    q1, q2 = lam_n / lam_p, s_n / s_p
    print(f"{r:<7g} {q1[0]:8.4f} {q2[0]:12.4f} {q1[1]:12.4f} {abs(q2[1]):12.4f}")

# --- worked example, rough typical values for vacancy traps in hafnium oxide
T, d1, d2, xi = 300.0, 1.0, 1.5, 0.25          # K, nm, nm, nm
attempt, activation = 1e13, 0.30               # 1/s, eV
eps_r, depth, density = 20.0, 1.5, 1e18        # -, eV, clusters per cm^3
kT = const.k * T / const.e                     # eV


def hop_rate(length, thermal=kT):
    return attempt * np.exp(-2 * length / xi - activation / thermal)


a, b = hop_rate(d1), hop_rate(d2)
lam, s = formula_modes(a, b, d1, d2)
lam_p, s_p = pair_modes(a, b, d1, d2)
assert np.allclose(numeric_modes(a, b, d1, d2)[0], lam, rtol=1e-9)
print("EXAMPLE INPUTS (rough)")
print(f"T = {T:.0f} K, kT = {kT:.5f} eV, d1 = {d1} nm, d2 = {d2} nm")
print(f"localization length = {xi} nm, attempt rate = {attempt:.0e} 1/s")
print(f"activation = {activation:.2f} eV, relative permittivity = {eps_r:.0f}")
print(f"trap depth = {depth} eV, cluster density = {density:.0e} cm^-3")
print(f"a = {a:.4e} 1/s, b = {b:.4e} 1/s, b/a = {b/a:.5f}")
m1 = (a * d1**2 + b * d2**2) / 3
print(f"M0 = {s.sum():.5f} nm^2, M1 = {m1:.4e} nm^2/s")
print("EXAMPLE MODES: three sites | isolated pairs | ratio")
for k, name in enumerate(("slow", "fast")):
    print(f"{name} rate {lam[k]:.4e} | {lam_p[k]:.4e} 1/s | {lam[k]/lam_p[k]:.4f}")
    print(f"{name} strength {s[k]:.5f} | {s_p[k]:.5f} nm^2 | {s[k]/s_p[k]:.4f}")
print(f"static total {s.sum():.5f} | {s_p.sum():.5f} nm^2 |"
      f" {s.sum()/s_p.sum():.4f}")
print(f"slow strength / always-filled pair (d2^2/4): {s[0]/(d2**2/4):.4f}")
print(f"merged-site limit: rate {1.5*b:.4e} 1/s,"
      f" strength {2/9*(d2+d1/2)**2:.5f} nm^2")
print(f"static polarizability = {s.sum()/kT:.3f} e nm^2/V")

freq = np.logspace(0, 6, 60001)
loss = -reduced_alpha(2 * np.pi * freq, lam, s).imag
loss_p = -reduced_alpha(2 * np.pi * freq, lam_p, s_p).imag
i, j = loss.argmax(), loss_p.argmax()
print(f"main loss peak, three sites: {freq[i]:.1f} Hz, {loss[i]:.4f} nm^2")
print(f"main loss peak, pairs: {freq[j]:.1f} Hz, {loss_p[j]:.4f} nm^2")
print("loss ratio three sites/pairs at frequency:")
for f in (1.0, 100.0, 1e3, 1e4, 1e6):
    top = reduced_alpha(2 * np.pi * f, lam, s).imag
    bottom = reduced_alpha(2 * np.pi * f, lam_p, s_p).imag
    print(f"  {f:9.0f} Hz  {top/bottom:.4f}")
# random orientation of the clusters contributes the factor 1/3
increment = (density * 1e6 * const.e * s.sum() * 1e-18
             / (3 * const.epsilon_0 * kT))
print(f"permittivity increment, random orientation = {increment:.4f}")

print("NEGLECTED EFFECTS")
c = hop_rate(d1 + d2)
lam_c, s_c = numeric_modes(a, b, d1, d2, c)
print(f"direct 1-3 hop: rate/b = {c/b:.2e},"
      f" slow rate change = {100*(lam_c[0]/lam[0]-1):.3f} %")
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_r) * 1e9   # eV nm
charged = coulomb / np.array([d2, d1 + d2, d1])
charged -= charged.min()
print("charged empty traps, site energies (meV): "
      + ", ".join(f"{1e3*v:.1f}" for v in charged))
print("offsets: slow rate (1/s), slow strength (nm^2), strength/cut pair")
for label, energy in (("site 3 +0.1 eV", [0, 0, .1]),
                      ("site 3 -0.1 eV", [0, 0, -.1]),
                      ("charged traps", charged)):
    u = np.array(energy) / kT
    lam_u, s_u = numeric_modes(a, b, d1, d2, u=u)
    s_cut = numeric_modes(0.0, b, d1, d2, u=u)[1][-1]
    print(f"  {label}: {lam_u[0]:.3e}, {s_u[0]:.4f}, {s_u[0]/s_cut:.3f}")
pos = np.array([0, d1, d1 + d2])
for field in (0.01, 1.0):                      # MV/cm; 1 MV/cm = 0.1 V/nm
    volt_per_nm = 0.1 * field
    boltz = np.exp(volt_per_nm * pos / kT)
    shift = boltz @ pos / boltz.sum() - pos.mean()
    print(f"static dipole at {field} MV/cm / linear value ="
          f" {shift/(volt_per_nm*s.sum()/kT):.4f}")
print(f"emission to band / slow rate = {attempt*np.exp(-depth/kT)/lam[0]:.1e}")
near = 1 - np.exp(-density * 1e-21 * 4 / 3 * np.pi * (d1 + d2)**3)
print(f"chance of another cluster centre within {d1+d2} nm = {100*near:.1f} %")
print(f"cluster interaction, increment/(3 eps_r) = {increment/(3*eps_r):.4f}")
hot = const.k * 358.0 / const.e
lam_h, s_h = formula_modes(hop_rate(d1, hot), hop_rate(d2, hot), d1, d2)
assert np.allclose(s_h, s, rtol=1e-9)
print(f"at 358 K: rates x {lam_h[0]/lam[0]:.3f},"
      f" static polarizability x {kT/hot:.3f}")
print("all good")
```

It prints:

```
EQUAL SPACINGS: three-site value / isolated-pair value
b/a     slow rate  slow strength  fast rate  fast strength
1         0.5000       4.0000       1.5000       0.0000
0.3       0.6853       3.4626       1.0944       0.5374
0.1       0.7303       3.1531       1.0270       0.8469
0.01      0.7481       3.0150       1.0025       0.9850
0.001     0.7498       3.0015       1.0003       0.9985
EXAMPLE INPUTS (rough)
T = 300 K, kT = 0.02585 eV, d1 = 1.0 nm, d2 = 1.5 nm
localization length = 0.25 nm, attempt rate = 1e+13 1/s
activation = 0.30 eV, relative permittivity = 20
trap depth = 1.5 eV, cluster density = 1e+18 cm^-3
a = 3.0610e+04 1/s, b = 5.6065e+02 1/s, b/a = 0.01832
M0 = 1.05556 nm^2, M1 = 1.0624e+04 nm^2/s
EXAMPLE MODES: three sites | isolated pairs | ratio
slow rate 8.3708e+02 | 1.1213e+03 1/s | 0.7465
slow strength 0.89500 | 0.37500 nm^2 | 2.3867
fast rate 6.1505e+04 | 6.1220e+04 1/s | 1.0046
fast strength 0.16055 | 0.16667 nm^2 | 0.9633
static total 1.05556 | 0.54167 nm^2 | 1.9487
slow strength / always-filled pair (d2^2/4): 1.5911
merged-site limit: rate 8.4097e+02 1/s, strength 0.88889 nm^2
static polarizability = 40.831 e nm^2/V
main loss peak, three sites: 133.9 Hz, 0.4497 nm^2
main loss peak, pairs: 181.4 Hz, 0.1906 nm^2
loss ratio three sites/pairs at frequency:
          1 Hz  3.1789
        100 Hz  2.6687
       1000 Hz  1.6310
      10000 Hz  1.0243
    1000000 Hz  1.0000
permittivity increment, random orientation = 0.2463
NEGLECTED EFFECTS
direct 1-3 hop: rate/b = 3.35e-04, slow rate change = 0.034 %
charged empty traps, site energies (meV): 19.2, 0.0, 43.2
offsets: slow rate (1/s), slow strength (nm^2), strength/cut pair
  site 3 +0.1 eV: 3.916e+03, 0.0423, 1.858
  site 3 -0.1 eV: 1.956e+03, 0.1564, 3.538
  charged traps: 1.456e+03, 0.3356, 1.568
static dipole at 0.01 MV/cm / linear value = 1.0044
static dipole at 1.0 MV/cm / linear value = 0.3254
emission to band / slow rate = 7.6e-16
chance of another cluster centre within 2.5 nm = 6.3 %
cluster interaction, increment/(3 eps_r) = 0.0041
at 358 K: rates x 6.554, static polarizability x 0.838
all good
```
